# Why Germanium's Ground-Triplet Interval Ratio Is Near 1.5, Not Two

The ground triplet of a free germanium atom, \(^3P\) of the configuration \(4s^24p^2\), has three levels \(E_0,E_1,E_2\), labelled by the total angular momentum \(J\). The Landé interval rule gives

\[
R=\frac{E_2-E_1}{E_1-E_0}=2 ,
\]

whereas germanium has \(R\approx1.5\). The rule assumes that spin-orbit coupling acts only within the triplet. In fact it also couples \(^3P_0\) to \(^1S_0\) and \(^3P_2\) to \(^1D_2\), two singlet levels of the same configuration. Both triplet levels are pushed down. The level \(J=1\) has no singlet partner and stays put. The lower interval therefore widens and the upper one narrows. For weak mixing,

\[
R\simeq 2\,\frac{1-\zeta/(2\Delta_D)}{1+4\zeta/\Delta_S},
\]

where \(\zeta\) is the spin-orbit constant of the \(p\) shell and \(\Delta_D,\Delta_S\) are the heights of \(^1D\) and \(^1S\) above the unsplit triplet. With parameters of germanium's size, the full solution of the model gives \(R=1.50\).

## The model and its three terms

Two electrons occupy one \(p\) shell outside closed shells and share one radial function. The Hamiltonian is

\[
H=\frac{e^2}{4\pi\varepsilon_0 r_{12}}+\zeta\sum_{i=1}^{2}\mathbf l_i\cdot\mathbf s_i ,
\]

with angular momenta in units of \(\hbar\). Energies common to the whole configuration are dropped. Other configurations and magnetic forces between the two electrons are left out here; some of their effects are estimated below.

Expand the repulsion in Legendre polynomials \(P_k(x)\), where \(x=\mathbf n_1\cdot\mathbf n_2\) and \(\mathbf n_i\) is the direction of electron \(i\). A product of two \(p\) functions contains only angular momenta 0 and 2, so only \(k=0\) and \(k=2\) contribute. The first is a common constant. The second gives \(F^2\langle P_2(x)\rangle\), where \(F^2\) is a radial integral and the superscript is a label.

The angular functions are products \(n_{1a}n_{2b}\) of Cartesian components. They divide into a scalar (\(S\)), an antisymmetric part (\(P\)) and a symmetric traceless part (\(D\)). Rotational symmetry gives every component of a term the same energy, so the squared functions may be summed over components:

\[
S:\ x^2,\qquad P:\ |\mathbf n_1\times\mathbf n_2|^2=1-x^2,\qquad
D:\ \tfrac12(1+x^2)-\tfrac13x^2=\tfrac12+\tfrac16x^2 .
\]

For independent directions \(x\) is uniform on \([-1,1]\), so its mean square is \(1/3\) and its mean fourth power \(1/5\). Weighting \(x^2\) with each function gives

\[
\langle x^2\rangle_S=\frac{1/5}{1/3}=\frac35,\qquad
\langle x^2\rangle_P=\frac{1/3-1/5}{2/3}=\frac15,\qquad
\langle x^2\rangle_D=\frac{1/6+1/30}{5/9}=\frac9{25}.
\]

Since \(P_2=(3x^2-1)/2\), its means are \(2/5\), \(-1/5\) and \(1/25\). With \(F_2=F^2/25\), the energies are

\[
E(^1S)=10F_2,\qquad E(^3P)=-5F_2,\qquad E(^1D)=F_2 .
\]

The spins follow from antisymmetry: the orbital functions \(S\) and \(D\) are symmetric under exchange and need the singlet, while \(P\) is antisymmetric and needs the triplet. This makes \(1+5+9=15\) states. Measured from \(^3P\), which is the zero of energy from here on,

\[
\Delta_D=6F_2,\qquad \Delta_S=15F_2 .
\]

## Where the factor two comes from

Let \(\mathbf L=\mathbf l_1+\mathbf l_2\) and \(\mathbf S=\mathbf s_1+\mathbf s_2\). Multiplying out the right-hand side confirms the identity

\[
\sum_i\mathbf l_i\cdot\mathbf s_i=\tfrac12\,\mathbf L\cdot\mathbf S
+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).
\]

The cross terms \(\mathbf l_1\cdot\mathbf s_2\) and \(\mathbf l_2\cdot\mathbf s_1\) cancel between the two parts.

The first part conserves \(L\) and \(S\). In the second, \(\mathbf s_1-\mathbf s_2\) changes sign when the spins are exchanged. It therefore turns a symmetric spin state into an antisymmetric one, a triplet into a singlet, and has no elements within the triplet. Inside \(^3P\) what remains is \(\tfrac12\zeta\,\mathbf L\cdot\mathbf S\). Squaring \(\mathbf J=\mathbf L+\mathbf S\) with \(L=S=1\) gives

\[
\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]=-2,\,-1,\,+1
\qquad(J=0,1,2).
\]

The unmixed levels are thus \(-\zeta,-\zeta/2,+\zeta/2\). Their intervals are \(\zeta/2\) and \(\zeta\), and \(R=2\) for any \(\zeta\). Making \(\zeta\) larger does not by itself spoil the rule; the second part of the identity must act.

## The strength of the mixing

Spin-orbit coupling conserves \(J\). The singlets have \(J=0\) (\(^1S\)) and \(J=2\) (\(^1D\)), so \(^3P_1\) has no partner. The other two couplings can be found without constructing wave functions, by looking at the same 15 states in another basis.

For one \(p\) electron, \(\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]\), which is \(-1\) for \(j=1/2\) and \(+1/2\) for \(j=3/2\). Two electrons obeying the Pauli principle can form:

- both in \(j=1/2\): \(J=0\), with \(\sum\mathbf l_i\cdot\mathbf s_i=-2\);
- one in each: \(J=1,2\), with sum \(-1/2\);
- both in \(j=3/2\): \(J=0,2\), with sum \(+1\).

For \(J=0\) the operator \(\sum\mathbf l_i\cdot\mathbf s_i\) has eigenvalues \(-2\) and \(1\), whose product is \(-2\). In the basis \((^3P_0,{}^1S_0)\) its diagonal elements are \(-1\) and \(0\), because \(\mathbf L\cdot\mathbf S=0\) in a singlet. If the off-diagonal element is \(b\), the determinant is \((-1)(0)-|b|^2=-2\), so \(|b|=\sqrt2\).

For \(J=2\) the eigenvalues are \(-1/2\) and \(1\), with product \(-1/2\). The diagonal elements are \(1/2\) and \(0\), so \(-|b|^2=-1/2\) and \(|b|=1/\sqrt2\).

The phases of the basis states can be chosen to make both couplings positive. Including the repulsion,

\[
H_{J=0}=\begin{pmatrix}-\zeta&\sqrt2\,\zeta\\ \sqrt2\,\zeta&\Delta_S\end{pmatrix},
\qquad
H_{J=2}=\begin{pmatrix}\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&\Delta_D\end{pmatrix}.
\]

## The levels and the ratio

Let a two-by-two matrix have diagonal elements \(A\) (the triplet) and \(A+G\) (the singlet) and coupling \(B\). Whatever the sign of \(G\), its lower eigenvalue lies below \(A\) by

\[
\delta=\tfrac12\left(\sqrt{G^2+4B^2}-G\right)
=\frac{2B^2}{G+\sqrt{G^2+4B^2}} .
\]

The second form follows on multiplying and dividing by \(\sqrt{G^2+4B^2}+G\). For \(J=0\), \(G=\Delta_S+\zeta\) and \(B^2=2\zeta^2\). For \(J=2\), \(G=\Delta_D-\zeta/2\) and \(B^2=\zeta^2/2\). Hence

\[
\delta_0=\tfrac12\left[\sqrt{(\Delta_S+\zeta)^2+8\zeta^2}-(\Delta_S+\zeta)\right],
\]
\[
\delta_2=\tfrac12\left[\sqrt{(\Delta_D-\zeta/2)^2+2\zeta^2}-(\Delta_D-\zeta/2)\right],
\]
\[
E_0=-\zeta-\delta_0,\qquad E_1=-\frac{\zeta}{2},\qquad E_2=\frac{\zeta}{2}-\delta_2,
\qquad
R=\frac{\zeta-\delta_2}{\zeta/2+\delta_0}.
\]

Both shifts reduce \(R\): one lowers the numerator and the other raises the denominator.

**Weak mixing.** When \(\zeta\ll F_2\), the second form of \(\delta\) tends to \(B^2/G\). To leading order \(\delta_0=2\zeta^2/\Delta_S\) and \(\delta_2=\zeta^2/(2\Delta_D)\). Dividing numerator and denominator of \(R\) by \(\zeta\) gives the formula stated at the start. The omitted parts of the shifts are of order \(\zeta^3/F_2^2\), so the relative error in \(R\) is of order \((\zeta/F_2)^2\). Inserting the gaps and keeping first order,

\[
R\simeq2\left[1-\left(\frac1{12}+\frac4{15}\right)\frac{\zeta}{F_2}\right]
=2\left(1-0.35\,\frac{\zeta}{F_2}\right).
\]

The \(^1S\) contribution, \(4/15\), is 3.2 times the \(^1D\) contribution, \(1/12\), although \(^1S\) lies 2.5 times as far away. Its squared coupling is four times as large, and the interval it alters is half as wide: \(4\times2/2.5=3.2\).

**Strong coupling.** Dividing the second form of \(\delta\) by \(\zeta\) gives

\[
\frac{\delta_0}{\zeta}=\frac{4}{g_0+\sqrt{g_0^2+8}},\quad g_0=\frac{\Delta_S}{\zeta}+1;
\qquad
\frac{\delta_2}{\zeta}=\frac{1}{g_2+\sqrt{g_2^2+2}},\quad g_2=\frac{\Delta_D}{\zeta}-\frac12 .
\]

As \(\zeta\) grows at fixed gaps, \(g_0\) and \(g_2\) fall, both denominators shrink and both relative shifts rise. The ratio therefore decreases steadily from 2. For \(\zeta\gg F_2\), \(g_0\to1\) and \(g_2\to-1/2\), so both relative shifts tend to 1. The lower interval becomes \(3\zeta/2\) and the upper one vanishes relative to \(\zeta\), so \(R\to0\). The levels \(J=1\) and \(J=2\) have then become the pair with one electron in each \(j\). The value 1.5 is a point on the way between two coupling schemes, not a limit of its own.

## Numbers of germanium's size

Take the round values \(F_2=1000\ \mathrm{cm^{-1}}\) and \(\zeta=900\ \mathrm{cm^{-1}}\), effective values that roughly reproduce the measured levels of the free germanium atom. An \(F_2\) computed from nonrelativistic Hartree–Fock orbitals of the \(^3P\) term would be about 40 % larger. Then \(\Delta_D=6000\) and \(\Delta_S=15000\ \mathrm{cm^{-1}}\), and the couplings are 1272.8 and \(636.4\ \mathrm{cm^{-1}}\). The shifts, in \(\mathrm{cm^{-1}}\), are

\[
\delta_0=\tfrac12\left[\sqrt{15900^2+8(900)^2}-15900\right]=101.2,
\]
\[
\delta_2=\tfrac12\left[\sqrt{5550^2+2(900)^2}-5550\right]=72.0 .
\]

The lower interval grows from 450 to \(551.2\ \mathrm{cm^{-1}}\) (68.3 meV). The upper one shrinks from 900 to \(828.0\ \mathrm{cm^{-1}}\) (102.7 meV). Their quotient is \(828.0/551.2=1.502\). The weak-mixing formula gives 1.492.

Switching the couplings separately, with \(\zeta\) and \(F_2\) held fixed, isolates the cause:

- no singlet mixing: \(R=900/450=2.000\);
- \(^1D\) mixing only: \(R=828.0/450=1.840\);
- \(^1S\) mixing only: \(R=900/551.2=1.633\);
- both: \(R=1.502\).

Diagonalizing the full 15-state matrix for \(\zeta/F_2=0.1,0.5,0.9,2\) and 5, at \(F_2=1000\ \mathrm{cm^{-1}}\), reproduced the three level formulas to within \(0.1\ \mathrm{cm^{-1}}\). It gives \(R=1.932\), 1.695 and 1.116 at \(\zeta/F_2=0.1\), 0.5 and 2.

The admixtures are small. The first row of the eigenvalue equation for \(J=0\) reads \(-\zeta c_P+Bc_S=(-\zeta-\delta_0)c_P\), so \(c_S/c_P=-\delta_0/B\). The singlet share is

\[
\frac{\delta_0^2}{\delta_0^2+B^2}=\frac{101.2^2}{101.2^2+1272.8^2}=0.63\,\% .
\]

The same argument gives a \(^1D\) share of 1.27 % in the \(J=2\) level. The states are still very nearly triplets, yet the ratio is far from 2. There is no conflict: the share is of order \((B/G)^2\), while the shift is of order \(B^2/G\) and must be compared with an interval much smaller than \(G\).

## Could something else be the cause?

**Spin-spin force.** The magnetic dipoles of the two electrons also break the interval rule. In atomic units, with \(\mathbf r=\mathbf r_1-\mathbf r_2=r\mathbf n\) and \(\alpha\) the fine-structure constant,

\[
H_{ss}=\frac{\alpha^2}{r^3}\left[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)\right].
\]

In a triplet \(\mathbf s_1\cdot\mathbf s_2=1/4\). Squaring \(\mathbf S\cdot\mathbf n\) gives \((\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)=\tfrac12(\mathbf S\cdot\mathbf n)^2-\tfrac14\). The bracket is therefore \(1-\tfrac32(\mathbf S\cdot\mathbf n)^2\).

Write the triplet spin state as a Cartesian vector. Then \((\mathbf S\cdot\mathbf n)^2\) is 0 for a vector along \(\mathbf n\) and 1 for one perpendicular to it. In \(^3P_0\) the spin vector must combine with the orbital vector \(\mathbf r_1\times\mathbf r_2\) to a scalar, so it points along \(\mathbf r_1\times\mathbf r_2\), which is perpendicular to \(\mathbf n\). The bracket is \(-1/2\), and the shift is \(\epsilon_0=-q/2\) with \(q=\alpha^2\langle r^{-3}\rangle\).

The force is a second-rank tensor in spin, so within \(^3P\) its trace vanishes, and so does the trace of its product with the first-rank coupling \(\mathbf L\cdot\mathbf S\):

\[
\epsilon_0+3\epsilon_1+5\epsilon_2=0,\qquad
-2\epsilon_0-3\epsilon_1+5\epsilon_2=0 .
\]

Subtracting gives \(\epsilon_1=-\epsilon_0/2=q/4\), and then \(\epsilon_2=\epsilon_0/10=-q/20\). The lower interval gains \(0.75q\) and the upper loses \(0.3q\), the same direction as the observed departure. Size must decide.

For a nodeless \(p\) orbital \(\propto r_ie^{-ar_i^2}\), with \(a=0.0587\) bohr\(^{-2}\) chosen to reproduce \(F_2\), the estimate is \(q=0.125\ \mathrm{cm^{-1}}\). It changes \(R\) by \(-0.0003\). Nonrelativistic Hartree–Fock orbitals give a larger value, nearly \(0.6\ \mathrm{cm^{-1}}\). About half of the increase arises because they are more compact: for a Gaussian, \(q\) grows as the cube of \(F_2\), so an \(F_2\) larger by 40 % gives about \(0.34\ \mathrm{cm^{-1}}\). The rest comes from their different radial shape. Even the larger value changes \(R\) by only about \(-0.0015\). To bring \(R\) from 2 to 1.5 unaided, the force would need \(900-0.3q=1.5(450+0.75q)\), or \(q\approx158\ \mathrm{cm^{-1}}\), more than two hundred and fifty times even the larger value.

The comparison changes for small \(\zeta\). Mixing lowers \(R/2\) by \(0.35\,\zeta/F_2\), whereas the spin-spin force lowers it by about \(0.3q/\zeta+1.5q/\zeta=1.8q/\zeta\). They are equal at \(\zeta^2\approx5qF_2\), which is \(\zeta\approx25\ \mathrm{cm^{-1}}\) for the Gaussian \(q\) and a little over \(50\ \mathrm{cm^{-1}}\) for the Hartree–Fock one, both at \(F_2=1000\ \mathrm{cm^{-1}}\). Below the crossing, with \(q\) and \(F_2\) held fixed, the spin-spin force lowers the ratio more than singlet mixing does.

**Spin-other-orbit force.** This couples one electron's spin to the other's orbital motion. It is a vector in spin and a vector in orbit, so within \(^3P\) it is proportional to \(\mathbf L\cdot\mathbf S\). At first order it rescales both intervals of the unmixed triplet and leaves their ratio at 2. It can also mix singlets with triplets, so symmetry alone does not exclude it as a cause. Its size does: between the two \(p\) electrons it carries the same small factor \(\alpha^2/r^3\) as the spin-spin force. Adding a trial term \(c(\mathbf l_1\cdot\mathbf s_2+\mathbf l_2\cdot\mathbf s_1)\) to the model with \(c=\pm3\ \mathrm{cm^{-1}}\), several times the larger \(q\), changes \(R\) by only about 0.004.

**Distant configurations.** Spin-orbit coupling can also lift an electron into another \(p\) shell at a distance \(D\), with constant \(\zeta'\). Neglecting the term splitting of that configuration, second order gives \(-(\zeta'^2/D)(\mathbf l\cdot\mathbf s)^2\) per electron. The eigenvalues \(-1\) and \(1/2\) satisfy \((\mathbf l\cdot\mathbf s)^2=\tfrac12-\tfrac12\mathbf l\cdot\mathbf s\). Apart from a constant, the effect is an increase of \(\zeta\) by \(\zeta'^2/(2D)\). For assumed values \(\zeta'=450\) and \(D=40000\ \mathrm{cm^{-1}}\) this is \(2.5\ \mathrm{cm^{-1}}\), and \(R\) changes by \(-0.001\). This counts only the path in which spin-orbit coupling acts twice. The repulsion also links the two configurations, and a path that uses each interaction once can matter more. If that link is assumed to be 30 % as strong as the repulsion within \(p^2\), this path changes \(R\) by about 0.02 to 0.04, upward or downward according to the relative sign of the two couplings. The smaller figure holds when only the \(k=2\) part of the repulsion forms the link. The larger holds when the term-independent part is fixed so that the link vanishes for \(^3P\), as it does for orbitals optimized for that term. A sum over the unoccupied \(p\) shells of a Hartree–Fock calculation raises \(R\) by a similar 0.02 to 0.04; this value still moves by about 0.01 when the basis is enlarged. That is still small beside the departure of 0.5.

## The model beside the real atom

The real free atom has a triplet about \(1400\ \mathrm{cm^{-1}}\) wide and a ratio near 1.5, both rough figures; the model gives \(1379\ \mathrm{cm^{-1}}\) and 1.50. The agreement to two figures should not be read as finer accuracy, since the inputs are round. The model also lets a single \(F_2\) place both singlets, although electron correlation can move them separately. Mixing of \(4s^24p^2\) with \(4p^4\), for example, lowers \(^1S\) relative to \(^3P\) but leaves the gap between \(^3P\) and \(^1D\) unchanged. In a calculation with Hartree–Fock orbitals and only these two configurations, \(\Delta_S\) falls by roughly a quarter. The gaps used here already roughly fit the measured levels, so that shift should not be added to them. Changing each gap by 10 % in either direction, at fixed \(\zeta\), gives ratios from 1.46 to 1.54. Relativity can also make the \(j=1/2\) and \(j=3/2\) radial functions differ. The repulsion then depends on \(j\), and the effective mixing constant is not quite the \(\zeta\) of the diagonal elements. Changing the mixing strength alone by 10 % gives 1.58 or 1.42. These are trial variations, not computed corrections, but none of them brings the ratio near 2. In vapour deposition the result concerns free germanium atoms in the gas or beam. It does not describe an intact germane molecule, whose valence electrons are paired in bonds, or an atom bound to the growing surface.

## Computed results

```
F2 (rough model input): 1000 cm^-1
zeta (rough model input): 900 cm^-1
gap 3P to 1D: 6000 cm^-1
gap 3P to 1S: 15000 cm^-1
coupling 3P0-1S0, magnitude: 1272.8 cm^-1
coupling 3P2-1D2, magnitude: 636.4 cm^-1
J=0 level without mixing: -900.0 cm^-1
J=0 level with mixing: -1001.2 cm^-1
J=0 shift by mixing: -101.2 cm^-1
J=1 level without mixing: -450.0 cm^-1
J=1 level with mixing: -450.0 cm^-1
J=1 shift by mixing: 0.0 cm^-1
J=2 level without mixing: 450.0 cm^-1
J=2 level with mixing: 378.0 cm^-1
J=2 shift by mixing: -72.0 cm^-1
lower interval without mixing: 450.0 cm^-1
upper interval without mixing: 900.0 cm^-1
lower interval: 551.2 cm^-1 = 68.3 meV
upper interval: 828.0 cm^-1 = 102.7 meV
total triplet width: 1379.2 cm^-1
1S share in lowest J=0 level: 0.63 %
1D share in lowest J=2 level: 1.27 %
ratio, no mixing: 2.000 (no unit)
ratio, only 1S mixing: 1.633 (no unit)
ratio, only 1D mixing: 1.840 (no unit)
ratio, both mixings: 1.502 (no unit)
ratio, weak-mixing formula: 1.492 (no unit)
ratio at zeta/F2 = 0.1: 1.932 (no unit)
ratio at zeta/F2 = 0.5: 1.695 (no unit)
ratio at zeta/F2 = 0.8: 1.547 (no unit)
ratio at zeta/F2 = 1.0: 1.459 (no unit)
ratio at zeta/F2 = 2.0: 1.116 (no unit)
zeta/F2 giving ratio 1.5: 0.905 (no unit)
Gaussian exponent matched to F2: 0.0587 bohr^-2
spin-spin scale q: 0.125 cm^-1
ratio change by spin-spin force: -0.0003 (no unit)
assumed distance of p p' configuration: 40000 cm^-1
assumed cross coupling zeta': 450 cm^-1
zeta change by p p' mixing: 2.53 cm^-1
ratio change by p p' mixing: -0.0011 (no unit)
ratio, 1D gap x 0.9, 1S gap x 0.9: 1.459 (no unit)
ratio, 1D gap x 0.9, 1S gap x 1.1: 1.510 (no unit)
ratio, 1D gap x 1.1, 1S gap x 0.9: 1.486 (no unit)
ratio, 1D gap x 1.1, 1S gap x 1.1: 1.539 (no unit)
ratio, mixing strength x 0.9: 1.581 (no unit)
ratio, mixing strength x 1.1: 1.421 (no unit)
```
